# A contraction bound for diffuse re-emission in a trench

## What the answer can depend on

A long rectangular trench has two lengths, its width $W$ and depth $H$. If molecules cross it without gas-phase collisions, the mean free path supplies no third length. If they leave the walls with a cosine distribution, their speed does not affect where they land. The arrival flux, divided by the flux $\Gamma_0$ entering the opening, can then depend only on relative position, on the aspect ratio $a=H/W$ and on the sticking probability $s$.

Suppose that one iteration of a solver follows every molecule through one further reflection. A reflection happens with probability $1-s$, and the flight after it is pure geometry. For uniform sticking, the factor by which an iteration reduces the error must therefore have the form

$$q=(1-s)\,B(a).$$

The factor $1-s$ alone suggests that the iteration converges because molecules stick. But molecules also escape through the opening, so $B(a)$ may be below one. The task is to find $B(a)$ and a discretisation that respects it.

The assumptions are these. There is one species, the walls are static during the flux calculation, and the opening emits uniformly with a cosine distribution. Sticking does not depend on flux, though it may vary with position. Molecules that do not stick leave diffusely, without moving along the surface.

## The flux balance

Divide the walls and floor into straight strips of length $L_i$ in the cross-section. Let $\Gamma_i$ be the arrival flux on strip $i$ in units of $\Gamma_0$, taken as uniform over the strip. Let $F_{ij}$ be the fraction of the diffuse emission of strip $i$ that lands on strip $j$.

Strip $j$ re-emits $L_j(1-s_j)\Gamma_j$ per unit length of trench, and a fraction $F_{ji}$ of this reaches strip $i$. Adding the molecules that come straight from the opening gives

$$L_i\Gamma_i=W F_{\mathrm{open},i}+\sum_j L_jF_{ji}(1-s_j)\Gamma_j .$$

The view factors obey reciprocity, $L_jF_{ji}=L_iF_{ij}$ and $WF_{\mathrm{open},i}=L_iF_{i,\mathrm{open}}$, as shown below. Dividing by $L_i$,

$$\Gamma=b+K\Gamma,\qquad K_{ij}=F_{ij}(1-s_j),\qquad b_i=F_{i,\mathrm{open}}. \tag{1}$$

This is a radiosity system. The natural solver is $\Gamma^{(k+1)}=b+K\Gamma^{(k)}$.

## The naive view factors and their fault

The three-dimensional cosine law sends a fraction $\cos\theta\cos\theta'/(\pi R^2)$ per unit receiving area from one point to another at distance $R$. Let $r$ be the distance in the cross-section and $z$ the separation along the trench, so $R^2=r^2+z^2$. Each cosine is its in-plane value times $r/R$. Hence the planar kernel is

$$\kappa=\frac{\cos\varphi\cos\varphi'\,r^2}{\pi}\int_{-\infty}^{\infty}\frac{dz}{(r^2+z^2)^2}.$$

With $z=r\tan u$ the integral is $r^{-3}\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\pi/(2r^3)$, so

$$\kappa=\frac{\cos\varphi\cos\varphi'}{2r}. \tag{2}$$

The simplest discretisation evaluates $\kappa$ between strip midpoints and multiplies by $L_j$. Consider two strips of equal length $h$ meeting at a right-angled corner. Their midpoints are $r=h/\sqrt2$ apart and both cosines are $1/\sqrt2$. The midpoint factor is

$$h\,\frac{1/2}{2h/\sqrt2}=\frac{\sqrt2}{4}\approx0.354 .$$

The true strip average, from equation (4) below, is $1-1/\sqrt2\approx0.293$. Neither number contains $h$. Refining the mesh shrinks the region affected, but does not reduce the error of the corner pair.

The consequence is visible in the sum of a row of $F$, which is the fraction of a strip's emission that lands on other strips. For the $a=5$ mesh used below, the largest midpoint row sum is $1.051$: a strip delivers more molecules than it emits. At $s=0.01$ the corresponding norm of $K$ is $0.99\times1.051\approx1.04$, and no contraction can be inferred from it. This does not prove that the iteration diverges, since a norm above one can accompany a spectral radius below one. On this mesh the midpoint $F$ has spectral radius $0.942$, against $0.937$ for the exact factors, so the iteration still converges. It shows that the guarantee has been lost through the quadrature, and not through the physics.

## View factors that conserve molecules

The cure is to average the kernel over both strips without approximation. Number the corners $p_i$ counterclockwise around the section, with strip $i$ running from $p_i$ to $p_{i+1}$ and the opening as the last strip. The section is convex, so nothing blocks a line of sight.

Take a point $p$ on strip $i$ and measure $\varphi$ from the inward normal, positive towards $p_{i+1}$. A receiving element $d\ell$ subtends $|d\varphi|=\cos\varphi'\,d\ell/r$. Equation (2) then gives

$$\kappa\,d\ell=\tfrac12\cos\varphi\,|d\varphi| .$$

Moving counterclockwise along the boundary, $\sin\varphi$ falls from $+1$ to $-1$. The fraction reaching strip $j$ from $p$ is therefore

$$f_j(p)=\tfrac12\left(\sin\varphi_j-\sin\varphi_{j+1}\right), \tag{3}$$

where $\varphi_j$ is the direction of corner $p_j$. Summing over the whole boundary telescopes to $\tfrac12[1-(-1)]=1$, which is conservation of molecules at every emitting point.

To average over strip $i$, let $t$ be the distance of $p$ from $p_i$. The distance from $p$ to a fixed corner $p_j$ changes at the rate $-\sin\varphi_j$, because moving towards the corner shortens it. Hence

$$\int_0^{L_i}\sin\varphi_j\,dt=|p_ip_j|-|p_{i+1}p_j| .$$

Using this for both terms of (3),

$$F_{ij}=\frac{|p_ip_j|+|p_{i+1}p_{j+1}|-|p_{i+1}p_j|-|p_ip_{j+1}|}{2L_i}. \tag{4}$$

This is the crossed-strings formula: the diagonals minus the uncrossed connecting lines, divided by $2L_i$. For the corner pair above it gives $(h+h-0-\sqrt2h)/(2h)=1-1/\sqrt2$, as stated.

Two properties follow. The numerator of (4) is unchanged when $i$ and $j$ are exchanged, so $L_iF_{ij}=L_jF_{ji}$. Averaging the telescoping sum gives closure,

$$\sum_jF_{ij}+b_i=1, \tag{5}$$

where $j$ runs over walls and floor. Direct double quadrature of (2) confirms selected factors.

## The contraction bound

Measure an error vector $v$ by its largest component, $\|v\|=\max_i|v_i|$. Since $K$ has no negative entries,

$$|(Kv)_i|\le\sum_jF_{ij}(1-s_j)|v_j|\le(1-s_{\min})(1-b_i)\|v\| .$$

The last step replaces every $s_j$ by the smallest one and uses (5). What remains is a lower bound on $b_i$ that does not depend on the mesh, so the worst view of the opening is needed.

At depth $z$ on a wall, one edge of the opening lies along the wall, where the sine is 1. The line to the other edge has sine $z/\sqrt{z^2+W^2}$. Thus

$$b_{\rm wall}(z)=\frac12\left(1-\frac{z}{\sqrt{z^2+W^2}}\right),\qquad
\frac{db_{\rm wall}}{dz}=-\frac{W^2}{2(z^2+W^2)^{3/2}}<0 . \tag{6}$$

The view is worst at the wall foot, $z=H$, where it equals $\tfrac12(1-a/\sqrt{1+a^2})$.

At position $x$ on the floor,

$$b_{\rm floor}(x)=\tfrac12[g(x)+g(W-x)],\qquad g(x)=\frac{x}{\sqrt{x^2+H^2}} .$$

Here $g''(x)=-3H^2x/(x^2+H^2)^{5/2}\le0$, so the sum is concave and its minimum lies at an end. That minimum is $1/(2\sqrt{1+a^2})$. It exceeds the wall-foot value if $1>\sqrt{1+a^2}-a$, or $1+a>\sqrt{1+a^2}$. Squaring reduces this to $2a>0$, which holds.

A strip average cannot lie below the smallest point value. Therefore, on every mesh,

$$\boxed{\|K\|\le q=(1-s_{\min})B(a),\qquad B(a)=\frac12\left(1+\frac{a}{\sqrt{1+a^2}}\right)<1.} \tag{7}$$

The constant $B(a)$ cannot be lowered if it is to hold on all meshes. As the foot strip shrinks, its average view tends to the foot value. Equation (6) also predicts the approach: for strip length $h$, the average view exceeds the foot value by about $hW^2/[4(H^2+W^2)^{3/2}]$. With $W=1$, $H=5$ and $h=1/32$ this is $5.89\times10^{-5}$; the computed gap is $5.93\times10^{-5}$.

## From contraction to a stopping rule

Because $q<1$, the map $\Gamma\mapsto b+K\Gamma$ has one fixed point $\Gamma^*$, by Banach's theorem. The error $e_k=\Gamma^*-\Gamma^{(k)}$ satisfies $e_{k+1}=Ke_k$, and hence

$$\|e_k\|\le q^k\|e_0\| . \tag{8}$$

The size of $e_0$ is known if the iteration starts from zero. Suppose all components of an iterate lie between 0 and 1. Then the next iterate is nonnegative and at most

$$b_i+\sum_jF_{ij}(1-s_j)=1-\sum_jF_{ij}s_j\le1 .$$

By induction all iterates, and their limit, lie in this range. So $\|e_0\|\le1$, and an error below $\epsilon$ is assured after $k\ge\ln\epsilon/\ln q$ iterations.

The zero start also has a physical reading. Repeated substitution gives

$$\Gamma^{(k)}=\sum_{n=0}^{k-1}K^nb,$$

in which $K^nb$ is the flux of molecules arriving after exactly $n$ reflections. Each iteration adds a nonnegative term, so the flux rises monotonically to its limit.

A stopping rule can also use the observed change $d_k=\Gamma^{(k)}-\Gamma^{(k-1)}=e_{k-1}-e_k$. Contraction and the triangle inequality give $\|e_k\|\le q\|e_{k-1}\|\le q(\|d_k\|+\|e_k\|)$. Collecting the terms in $\|e_k\|$,

$$\|e_k\|\le\frac{q}{1-q}\|d_k\| . \tag{9}$$

When $q$ is near one, a small change can hide a much larger error; (9) supplies the missing factor. Both bounds concern the error relative to the solution of the discrete system. They do not include the error made by treating the flux as uniform on each strip.

## How fast the iteration really is

The maximum norm charges every molecule with the worst view in the trench. For uniform $s<1$, reciprocity gives a closer measure. Define

$$S_{ij}=\sqrt{\frac{L_i}{L_j}}\,K_{ij}=(1-s)\frac{L_iF_{ij}}{\sqrt{L_iL_j}} .$$

This matrix is symmetric and has the same eigenvalues as $K$. Its 2-norm is therefore the spectral radius $\rho$, which is the contraction factor when squared errors are weighted by strip length. Since a spectral radius never exceeds a norm, $\rho\le q$.

A lower bound comes from the trial vector $u_i=\sqrt{L_i}$:

$$\rho\ge\frac{u^TSu}{u^Tu}=(1-s)\frac{\sum_iL_i(1-b_i)}{\sum_iL_i} .$$

By reciprocity $\sum_iL_ib_i=W\sum_iF_{\mathrm{open},i}=W$, because everything emitted by the opening hits a wall or the floor. The total strip length is $W+2H$, so

$$(1-s)\frac{2a}{1+2a}\le\rho\le(1-s)B(a). \tag{10}$$

The gap between $\rho$ and $q$ has a direct explanation. Let $v$ be the nonnegative eigenvector of $F$ belonging to its largest eigenvalue $\lambda$. Multiply $\lambda v_i=\sum_jF_{ij}v_j$ by $L_i$, sum over $i$, and use reciprocity and closure:

$$\lambda=1-\frac{\sum_jL_jv_jb_j}{\sum_jL_jv_j},\qquad \rho=(1-s)\lambda .$$

The true rate contains an average view of the opening, weighted by the slowest-decaying flux pattern. The bound contains the worst view.

## A trench of aspect ratio five

Take the model values $W=0.5$ µm, $H=2.5$ µm and $s=0.1$, with 40 strips on each wall and 10 on the floor. Then

$$B(5)=\tfrac12\left(1+\frac{5}{\sqrt{26}}\right)=0.9903,\qquad q=0.9\times0.9903=0.8913 .$$

For an error of $10^{-6}\Gamma_0$, equation (8) requires $13.8155/0.115118=120.01$, hence 121 iterations. Sticking alone would give 132. The actual number is 77. The rate $\rho=0.8436$ alone would give 82, and the rest is gained because the slowest pattern starts with an amplitude of about $0.48$ rather than 1. The lower bound in (10) is $0.8182$. The ratio of successive errors settles at $\rho$, as it should when the slowest-decaying pattern dominates.

The stopping rule is closer than the prior bound. After 80 iterations the error is $5.9\times10^{-7}\Gamma_0$, the bound from (9) is $9.0\times10^{-7}\Gamma_0$, and $q^{80}$ is $1.0\times10^{-4}$. Early on the order is reversed: after one iteration (9) gives $3.8\,\Gamma_0$, which is worse than the prior bound of $0.89\,\Gamma_0$. The smaller of the two may be used at any stage.

The arrival flux is $0.76\,\Gamma_0$ on the top wall strip (rising to about $0.77\,\Gamma_0$ as that strip is made shorter), $0.39\,\Gamma_0$ at mid-depth and $0.33\,\Gamma_0$ at the wall foot. The fall is not quite monotonic: the wall flux has a shallow minimum of about $0.32\,\Gamma_0$ roughly 0.33 µm above the foot. At the floor centre the flux is $0.38\,\Gamma_0$. The direct view accounts for this rise from the wall foot to the floor centre. At the floor centre $b=0.25/\sqrt{0.25^2+2.5^2}=0.0995$, whereas at the wall foot $b=1-B=0.010$. Subtracting these from the total fluxes leaves reflected parts of about $0.28$ and $0.32$, which favour the foot. With the same sticking probability on a flat surface outside, which receives $\Gamma_0$, the initial growth rate at the floor centre is 38% of the rate outside.

A Monte Carlo calculation that follows molecules in three-dimensional directions, without view factors, gives a mean floor flux of $0.380\,\Gamma_0$ against $0.382\,\Gamma_0$ from (1). It also checks the meaning of the iteration. Per entering molecule, the number of arrivals on the walls and floor after one reflection is $0.699$ by both methods. Since $0.9$ molecules are re-emitted after the first arrival, a fraction $1-0.699/0.9\approx0.22$ of them escapes directly.

## Deep and shallow trenches

For a deep trench, $a/\sqrt{1+a^2}\approx1-1/(2a^2)$, so

$$B(a)\approx1-\frac1{4a^2},\qquad 1-q\approx s+\frac1{4a^2}$$

to leading order for small uniform $s$. Sticking controls the bound when $s\gg1/(4a^2)$; escape controls it in the opposite case. At $a=20$ the crossover is near $s=6\times10^{-4}$.

Without sticking, the guaranteed iteration count grows as $4a^2\ln(1/\epsilon)$. For $a=20$ and $\epsilon=10^{-6}$ this is about $22\,100$; the full bound gives $22\,140$, while the iteration needs 1690. With $s=0.1$ the corresponding numbers are 131 and 101. For this trench the bound thus exceeds the actual count by about 30% at $s=0.1$, but by a factor of about 13 at $s=0$, where escape through the opening is the only loss.

For a shallow trench, $B(a)\to\frac12$ as $a\to0$. It does not vanish, because the foot of even a very low wall has half its view filled by the floor. The lower bound in (10), which weights strips by length, does tend to zero. So does $\rho$ on a mesh with a fixed number of strips, but not when the strips on both wall and floor near the corner are kept shorter than $H$. At distances $x$ and $y$ from a wall-floor corner, kernel (2) is $xy/[2(x^2+y^2)^{3/2}]$, which has no length scale. Close to the corner, a flux pattern $y^{-1/2}$ on both surfaces is therefore reproduced with the factor $(1-s)\,\tfrac12\int_0^\infty t^{1/2}(1+t^2)^{-3/2}\,dt\approx0.42(1-s)$. As the mesh is refined towards the corner, $\rho$ approaches at least this value, however shallow the trench. The approach is slow: at $a=0.001$, grading the mesh over 1, 3 and 6 decades below $H$ gives $\rho/(1-s)=0.377$, $0.406$ and $0.416$.

## Where nonzero sticking is needed, and where it is not

In an open trench, nonzero sticking is sufficient for convergence but not necessary. At $s=0$ equation (7) still gives $q=B(a)<1$. By (5) the solution is then $\Gamma_i=1$ on every strip: the trench fills with the same isotropic flux that enters it.

Closing the opening with one more reflecting strip changes this. Closure becomes $\sum_jF_{ij}=1$ over the reflecting surfaces, so for uniform sticking every row of $K$ sums to $1-s$. The constant vector is an eigenvector, and the norm and spectral radius both equal $1-s$. Here sticking is the sole loss.

If such a cavity has $s=0$ and its lid also acts as a steady source, no steady solution exists. Multiplying the iteration by $L_i$ and summing shows that $\sum_iL_i\Gamma_i$ grows by $W$ each time. The mean flux rises by $W/(2W+2H)=0.5/6=0.083$ in units of $\Gamma_0$ per iteration, as computed.

An intermediate case separates the norm from convergence itself. Let only the floor of the sealed cavity stick, with $s=0.1$. A floor strip does not see the floor, so its row of $K$ sums to one and $\|K\|=1$. Yet every other strip sees the floor and has a row sum below one. After two flights each row sum is below one, so $\|K^2\|<1$ and the iteration converges. The computed spectral radius is $0.992$. One-step contraction in the maximum norm is a convenient guarantee, not a requirement.

The linear theory also needs sticking that does not change with flux. If it does change, let $\phi_i(\Gamma)=[1-s_i(\Gamma)]\Gamma$ be the re-emitted flux. Should $|\phi_i'|\le c$ on an interval that the iteration maps into itself, the mean value theorem replaces $1-s_{\min}$ by $c$, and $cB(a)<1$ is sufficient. Sticking that falls steeply with flux can make $c$ exceed one, even though $s$ itself is positive everywhere.

The resulting design is to use strip-averaged factors from (4), start from zero, and stop when (9) meets the tolerance. The numerical output gives the mesh study and the remaining aspect ratios.

## Values computed for the example and the checks

```
width 0.5 um, depth 2.5 um, aspect ratio 5.0
sticking 0.1, strips: 40 per wall, 10 on floor
B(a) = 0.990290, bound q = 0.891261
max norm of K on this mesh = 0.891044
spectral radius rho = 0.843636, last error ratio 0.843637
lower bound on rho = 0.818182
Arrival flux / G0 (strip averages):
  wall top, centre depth 0.0312 um: 0.76222
  wall middle, centre depth 1.2812 um: 0.38431
  wall foot, centre depth 2.4688 um: 0.32915
  floor centre, centre depth 2.5000 um: 0.38219
floor mean flux / G0: radiosity 0.38160, Monte Carlo 0.38042 (400000 molecules)
Wall arrivals per entering molecule, by earlier reflections:
  0: radiosity 1.00000, Monte Carlo 1.00000
  1: radiosity 0.69867, Monte Carlo 0.69896
  2: radiosity 0.53814, Monte Carlo 0.53831
  3: radiosity 0.42932, Monte Carlo 0.42921
Zero start: k, error/G0, q^k bound, a posteriori bound
    1 4.145e-01 8.913e-01 3.843e+00
   10 8.548e-02 3.163e-01 1.249e-01
   20 1.588e-02 1.000e-01 2.408e-02
   40 5.299e-04 1.000e-02 8.050e-04
   80 5.894e-07 1.001e-04 8.954e-07
iterations for error 1e-06 G0: actual 77, by q 121, by 1-s alone 132
Mesh study, a = 5, s = 0: strips, max norm, B(a) - max norm
   44 0.989795 4.95e-04
   88 0.990049 2.42e-04
  176 0.990171 1.19e-04
  352 0.990231 5.93e-05
a, s, lower bound, rho, q, iterations actual / by q (1e-6 G0)
   1 0.00 0.66667 0.68162 0.85355 37 / 88
   1 0.01 0.66000 0.67480 0.84502 36 / 83
   1 0.10 0.60000 0.61346 0.76820 29 / 53
   5 0.00 0.90909 0.93737 0.99029 217 / 1416
   5 0.01 0.90000 0.92800 0.98039 186 / 698
   5 0.10 0.81818 0.84364 0.89126 77 / 121
  20 0.00 0.97561 0.99174 0.99938 1690 / 22140
  20 0.01 0.96585 0.98183 0.98938 721 / 1295
  20 0.10 0.87805 0.89257 0.89944 101 / 131
sealed, uniform s = 0.1: norm 0.900000, rho 0.900000
sealed, s = 0: flux growth per iteration 0.083333 G0
sealed, only floor sticks (s = 0.1): norm 1.000000, rho 0.991860
midpoint view factors, open trench, s = 0: max norm 1.050915
```
